# Isosteric Heat from the Pressure-Temperature Slope at Fixed Coverage

A single adsorption isotherm does not give the strength of binding. The pressure needed for a given coverage is set by a free energy, so a deep well with little freedom of motion and a shallower well with more freedom can give the same pressure. Isotherms at several temperatures separate energy from entropy, but only if the right points are compared. If the coverage drifts between the points, its effect on the pressure is mistaken for heat. Even at fixed coverage one must know which energy the slope measures: the depth of the well, the mean energy per adsorbed molecule, or the energy of the next molecule to arrive. In general these three differ.

**System and definitions**

A gas of one species is in equilibrium with \(N\) molecules adsorbed, without dissociation, on a non-volatile solid of fixed surface area \(A\). The solid is inert: its own properties do not change on adsorption. The coverage \(\theta\) is the number of adsorbed molecules per site, so fixed \(\theta\) at fixed \(A\) means fixed \(N\). The curve \(p(T)\) at fixed \(\theta\) is called an isostere.

Let the adsorbate have energy \(U_a\), entropy \(S_a\), volume \(V_a\) and enthalpy \(H_a=U_a+pV_a\). Its differential properties are

\[
h_a=\left(\frac{\partial H_a}{\partial N}\right)_{T,p,A},\quad
s_a=\left(\frac{\partial S_a}{\partial N}\right)_{T,p,A},\quad
v_a=\left(\frac{\partial V_a}{\partial N}\right)_{T,p,A}. \tag{1}
\]

With \(h_g,s_g,v_g\) the gas enthalpy, entropy and volume per molecule, the isosteric heat is

\[
q=h_g-h_a . \tag{2}
\]

It is positive when adsorption releases heat.

**The general slope**

Reversible changes of the adsorbate obey

\[
dU_a=T\,dS_a-p\,dV_a-\varphi\,dA+\mu_a\,dN , \tag{3}
\]

where \(\varphi\) is the spreading pressure and \(\mu_a\) the chemical potential. Temperature and pressure are the controlled quantities, so we define \(K=U_a+pV_a-TS_a\). Its differential is

\[
dK=dU_a+p\,dV_a+V_a\,dp-T\,dS_a-S_a\,dT .
\]

Inserting (3) cancels the terms in \(dS_a\) and \(dV_a\):

\[
dK=-S_a\,dT+V_a\,dp-\varphi\,dA+\mu_a\,dN . \tag{4}
\]

Hence \(\mu_a=(\partial K/\partial N)_{T,p,A}\). Mixed second derivatives of \(K\) do not depend on the order of differentiation, which gives

\[
\left(\frac{\partial\mu_a}{\partial T}\right)_{p,A,N}=-s_a,\qquad
\left(\frac{\partial\mu_a}{\partial p}\right)_{T,A,N}=v_a . \tag{5}
\]

The differential entropy and volume enter here, not \(S_a/N\) and \(V_a/N\). Along an isostere \(dN=dA=0\), so

\[
d\mu_a=-s_a\,dT+v_a\,dp . \tag{6}
\]

For the gas, \(d\mu_g=-s_g\,dT+v_g\,dp\). Equilibrium requires \(\mu_g=\mu_a\) at every point of the isostere, and therefore \(d\mu_g=d\mu_a\):

\[
-s_g\,dT+v_g\,dp=-s_a\,dT+v_a\,dp
\;\Rightarrow\;
\left(\frac{\partial p}{\partial T}\right)_\theta=\frac{s_g-s_a}{v_g-v_a}. \tag{7}
\]

The entropy difference can be exchanged for a heat. Since \(K=H_a-TS_a\), differentiation with respect to \(N\) gives \(\mu_a=h_a-Ts_a\). For the gas \(\mu_g=h_g-Ts_g\). Equating the two gives \(T(s_g-s_a)=h_g-h_a=q\), and (7) becomes

\[
\left(\frac{\partial p}{\partial T}\right)_\theta=\frac{q}{T\,(v_g-v_a)} . \tag{8}
\]

Neither an ideal gas nor a thin adsorbate has been assumed so far.

**The two approximations**

Write the gas volume as \(v_g=ZkT/p\), where \(Z=1\) for an ideal gas. Multiplying (8) by \(kT^2/p\) gives

\[
kT^2\left(\frac{\partial\ln p}{\partial T}\right)_\theta
=\frac{kT\,q}{p(v_g-v_a)}
=\frac{q}{Z-pv_a/kT}. \tag{9}
\]

If the vapour is ideal and \(v_a\ll v_g\), the denominator is one. Because \(d(1/T)=-dT/T^2\), the result has two equivalent forms:

\[
\left(\frac{\partial\ln p}{\partial T}\right)_\theta=\frac{q}{kT^2},
\qquad
q=-k\left(\frac{\partial\ln p}{\partial(1/T)}\right)_\theta . \tag{10}
\]

For a dilute real gas \(v_g=kT/p+B\), with \(B(T)\) the second virial coefficient, so \(Z=1+pB/kT\). Expanding (9) to first order in \(p\) gives the error of the heat read from (10), relative to the true \(q\):

\[
\frac{q_{\rm slope}-q}{q}\simeq\frac{p\,(v_a-B)}{kT}. \tag{11}
\]

At low temperature attraction between gas molecules makes \(B\) negative. Both corrections then have the same sign, and (10) overestimates the heat.

**The same result from fluctuations**

A statistical derivation shows what \(h_a\) means microscopically. Neglect the adsorbate volume, so that \(h_a\) is the differential energy. Let \(\beta=1/kT\) and \(\alpha=\mu/kT\). Adsorbate states with energy \(E\) and particle number \(n\) have weights \(e^{\alpha n-\beta E}\). Differentiating the normalized averages gives

\[
\frac{\partial\langle n\rangle}{\partial\alpha}=\mathrm{var}(n),\qquad
\frac{\partial\langle n\rangle}{\partial\beta}=-\mathrm{cov}(E,n),\qquad
\frac{\partial\langle E\rangle}{\partial\alpha}=\mathrm{cov}(E,n). \tag{12}
\]

Fixed mean coverage requires \(\mathrm{var}(n)\,d\alpha-\mathrm{cov}(E,n)\,d\beta=0\). Dividing the third relation by the first identifies the ratio that appears:

\[
\left(\frac{\partial\alpha}{\partial\beta}\right)_{\langle n\rangle}
=\frac{\mathrm{cov}(E,n)}{\mathrm{var}(n)}
=\left(\frac{\partial\langle E\rangle}{\partial\langle n\rangle}\right)_T . \tag{13}
\]

Suppose that the internal motions of the molecule are the same in the gas and on the surface. Their factors then cancel and may be left out of both phases. The ideal gas has \(\alpha=\ln(p\lambda^3\beta)\), with thermal wavelength \(\lambda\propto\beta^{1/2}\). Hence \(\alpha=\ln p+\tfrac52\ln\beta+\text{const}\), and (13) gives

\[
-\left(\frac{\partial\ln p}{\partial\beta}\right)_{\langle n\rangle}
=\frac52kT-\frac{\mathrm{cov}(E,n)}{\mathrm{var}(n)}=q . \tag{14}
\]

The term \(5kT/2\) is the gas enthalpy without its internal part. No large-system limit was taken, so (14) can be examined on a small cell.

**Differential and mean heat**

The mean heat per adsorbed molecule is \(\bar q=h_g-\langle E\rangle/\langle n\rangle\). At fixed temperature \(\langle n\rangle\bar q=\langle n\rangle h_g-\langle E\rangle\), whose derivative with respect to \(\langle n\rangle\) is \(q\). Since \(\langle E\rangle=0\) on the empty surface, integration gives

\[
\bar q(\theta)=\frac1\theta\int_0^\theta q(\theta')\,d\theta' . \tag{15}
\]

The isostere gives \(q\), the heat of the next molecule. If \(q\) rises with coverage, the mean heat lies below it.

The energy difference \(u_g-h_a\), with \(u_g=h_g-kT\), is smaller than \(q\) by \(kT\). A heat measured under conditions that record the energy difference must be raised by \(kT\) before it is compared with an isosteric heat.

**A site model**

Consider a periodic triangular lattice of \(M\) sites, each empty or singly occupied. A site has well depth \(D\) and three harmonic vibrations with quanta \(\hbar\omega_i\). Each pair of occupied neighbouring sites lowers the energy by \(w\). The partition function and mean energy of one occupied site, without neighbours, are

\[
z=e^{\beta D}\prod_{i=1}^3\frac{1}{2\sinh(\beta\hbar\omega_i/2)},\qquad
\epsilon_s=-\frac{\partial\ln z}{\partial\beta}
=-D+\sum_{i=1}^3\frac{\hbar\omega_i}{2}\coth\frac{\beta\hbar\omega_i}{2}. \tag{16}
\]

A configuration with \(n\) molecules and \(P\) occupied neighbour pairs has weight \(y^n e^{\beta wP}\), where \(y=e^\alpha z\). Substituting the gas value of \(\alpha\) gives

\[
p=\frac{kT}{\lambda^3}\frac{y}{z}. \tag{17}
\]

Taking \(-\partial\ln p/\partial\beta\) at fixed coverage separates the heat into three parts:

\[
q=\frac52kT-\epsilon_s+q_w,\qquad
q_w=-\left(\frac{\partial\ln y}{\partial\beta}\right)_\theta . \tag{18}
\]

On a nearly empty surface \(\theta\simeq y\), so \(q_w\to0\). If the vibrations are also classical, each contributes \(kT\) to \(\epsilon_s\), and \(q\to D-kT/2\). Thus even the zero-coverage heat is not the well depth.

The lateral part has a useful symmetry. Describe a configuration by its \(m=M-n\) holes. The lattice has \(3M\) neighbour pairs, and each hole belongs to six of them. Removing these from the total counts every pair of neighbouring holes twice, so with \(P_h\) such pairs

\[
P=3M-6m+P_h . \tag{19}
\]

The weight becomes

\[
y^{M-m}e^{\beta w(3M-6m+P_h)}
=\left(y^Me^{3\beta wM}\right)\left(\frac{e^{-6\beta w}}{y}\right)^m e^{\beta wP_h}. \tag{20}
\]

The first factor is common to all configurations. Holes therefore behave like molecules with activity \(e^{-6\beta w}/y\). Since the coverage of holes is \(1-\theta\),

\[
\ln y(\theta)+\ln y(1-\theta)=-6\beta w
\;\Rightarrow\;
q_w(\theta)+q_w(1-\theta)=6w . \tag{21}
\]

At half coverage \(q_w=3w\), for any size of periodic cell in which every site has six distinct neighbours. As \(\theta\to1\), \(q_w\to6w\): the last molecule enters a vacancy with six occupied neighbours.

**Nitrogen on hexagonal boron nitride**

Take N\(_2\) on hBN at 80 to 90 K, with \(D=100\) meV, \(w=6\) meV and vibrational quanta of 6.0, 2.0 and 2.0 meV. These are rough round parameters, not the result of an electronic-structure calculation. The sites form the superlattice with three hBN surface cells per site, which gives 0.162 nm\(^2\) per site. All configurations of a 20-site periodic cell are summed.

At 85 K, \(5kT/2=18.31\) meV and \(\epsilon_s=-77.53\) meV. At half coverage (18) gives

\[
q=18.31+77.53+18.00=113.84\ {\rm meV}. \tag{22}
\]

This is 0.114 eV per molecule, or 11.0 kJ/mol. The zero-coverage limit is \(18.31+77.53=95.84\) meV.

The pressures give the value by a second route within the same model. Integrating (10) between two temperatures yields

\[
\frac{k\ln(p_2/p_1)}{1/T_1-1/T_2}
=\frac{1}{1/T_1-1/T_2}\int_{1/T_2}^{1/T_1}q\,d(1/T), \tag{23}
\]

which is the average of \(q\) over \(1/T\). At half coverage the pressures are 0.4629 Torr at 80 K and 2.8998 Torr at 90 K. With \(k=0.08617\) meV/K,

\[
\frac{0.08617\times\ln(2.8998/0.4629)}{1/80-1/90}\simeq113.8\ {\rm meV}. \tag{24}
\]

The results at three coverages are as follows; the heats are in meV, and the last three columns refer to 85 K.

| \(\theta\) | \(p\) at 85 K (Torr) | \(q\), energies | \(q\), slope | \(\bar q\) |
|---|---|---|---|---|
| 0.25 | 1.042 | 110.58 | 110.58 | 104.86 |
| 0.50 | 1.224 | 113.84 | 113.84 | 108.63 |
| 0.75 | 1.438 | 117.10 | 117.10 | 110.85 |

The third column comes from energy fluctuations and the fourth from a narrow temperature difference of \(\ln p\). They were tested to agree within one part in \(10^5\). The mean heat is lower by 5.2 to 6.3 meV; the sign is what (15) requires when \(q\) rises with coverage. Using it in place of \(q\) would misstate the slope by about 5 %.

The small cell does affect \(p\) and \(q\) away from half coverage, and \(\bar q\) at half coverage as well, because \(\bar q\) averages over lower coverages. At \(\theta=0.25\) its lateral heat is 14.7 meV, while an infinitely long strip eight sites wide gives 13.6 meV. The strip value would lower \(q\) by 1.1 meV. In the same strip \(p\) at \(\theta=0.25\) is 1.073 Torr instead of 1.042, and \(\bar q\) is lower by 0.8 meV at \(\theta=0.25\) and by 0.7 meV at \(\theta=0.5\). By (21), the corresponding change at \(\theta=0.75\) is an increase of the same size. The agreement between slope and fluctuations is unaffected, because (14) holds for each cell separately.

The example lies above the condensation temperature of the lattice gas. The known formula \(kT_c=w/\ln3\) gives 63.4 K. Strips four and six sites wide, compared at the point where their correlation lengths are the same fraction of their widths, also give 63.4 K.

**When the vapour is not ideal**

For the main example at half coverage and 85 K, \(v_g\) is about 7200 nm\(^3\). A rough pair potential for N\(_2\) gives \(B=-0.327\) nm\(^3\), and a layer thickness of 0.35 nm gives \(v_a=0.057\) nm\(^3\). By (11), gas imperfection changes the inferred heat by about 0.005 % and adsorbate volume by about 0.001 %. Both assumptions of (10) are well satisfied.

The two corrections become visible if the well is made shallower, with temperature, coverage and all other parameters held fixed. For \(D=60\) meV the equilibrium pressure at half coverage rises to 292 Torr. Now \(Z=0.98918\) and \(v_a/v_g=0.00190\), so \(pv_a/kT=Z v_a/v_g=0.00188\). The true heat, including the interaction energy of the gas, is 73.61 meV. Equation (9) predicts an apparent heat of

\[
\frac{73.61}{0.98918-0.00188}\simeq74.56\ {\rm meV}. \tag{25}
\]

The numerical slope also gives 74.56 meV, which is 1.3 % above the true heat. Most of the error comes from gas imperfection. At 85 K, with these values of \(B\) and \(v_a\), the first-order error (11) reaches 1 % at about 230 Torr. These figures carry the roughness of \(B\): a corresponding-states correlation for N\(_2\) gives \(B\simeq-0.38\) nm\(^3\), which changes them to 1.5 % and about 200 Torr. The case illustrates (9) only. A pressure of 292 Torr is about 0.17 of the saturation pressure of N\(_2\) at 85 K, roughly 1700 Torr, and there a real film would begin to form further layers, which the model omits.

**Use in measurements and limits of the model**

Nitrogen adsorption near these temperatures is used to measure the surface area of powders, and the area helps to estimate how much precursor is needed to coat them by atomic layer deposition. The model heat near 0.1 eV follows mainly from the assumed well depth and is not a prediction for hBN. The model's coverage dependence is also uncertain, because a real powder has edges, steps and other unequal sites. Equation (18) shows the scale of this effect: with the vibrations and \(w\) held fixed, a separate patch of sites deeper by 10 meV has a heat higher by 10 meV than an ordinary patch at the same coverage. If the deeper patch fills first, the measured heat can fall when filling passes to the ordinary sites, where the uniform model makes it rise.

Other omissions can be estimated separately:

- **In-plane motion.** Let the potential be a sum of two cosines, one along each of two perpendicular in-plane directions. With the same 2 meV quantum and the hBN period of 0.25 nm, the barrier is 8.5 meV, close to \(kT=7.3\) meV. The molecule is therefore poorly localized. A classical average over this potential raises \(q\) by about 1.2 meV. The size depends on the assumed shape: three cosines with the hexagonal symmetry of hBN, the same curvature and the same period give the same barrier but a shift of about 2.0 meV.
- **Rotation.** Suppose that standing upright costs 30 meV relative to lying flat, and that the energy varies as the squared cosine of the angle between the molecular axis and the surface normal. With classical orientations, the mean orientation energy of the adsorbed molecule lowers \(q\) by about 3.5 meV.
- **Second layer.** Take a second-layer well of 30.5 meV, made of one eighth of the first-layer depth and three neighbour attractions. With the same vibrations as in the first layer, its filling at half coverage is about \(6\times10^{-6}\) per supported site. Quanta three times smaller would raise this to about \(2\times10^{-4}\). A liquid-like second layer would be filled to a fraction of order \(p/p_0\), with \(p_0\) the saturation pressure, which is about \(7\times10^{-4}\). All three estimates are negligible for the main example.

With shifts of this size, the model heat at half coverage should be quoted only as about 0.11 eV; the further digits above serve to compare two calculations within the same model. The list is not complete. A poorly localized molecule can also reach the hBN cells that the model leaves closed, which changes the pressure and the way the lateral heat depends on coverage.

Experimental error enters through (23). If the coverage at 90 K is 0.505 instead of 0.500, the inferred heat changes by only 0.19 meV in the 20-site cell and 0.16 meV in the strip eight sites wide. The change is small because the lateral attraction makes \(\ln p\) rise slowly with coverage here. Without attraction \(y=\theta/(1-\theta)\), and the same mismatch would change the heat by \(k\ln(0.505/0.495)/(1/80-1/90)\simeq1.2\) meV, with temperatures in kelvin. Temperature must also be known well. An error \(\delta T\) in the upper temperature changes \(1/T_1-1/T_2\) by the fraction \(T_1\delta T/[T_2(T_2-T_1)]\) to first order. For \(\delta T=0.1\) K this is \(80\times0.1/(90\times10)=0.9\) %, or about 1 meV in \(q\). A wider temperature interval reduces this error, but it averages \(q\) over a wider range.

The method requires reversible adsorption. In atomic layer deposition a precursor may first be held reversibly and then react irreversibly with the surface. Equation (10) can describe the first state if it reaches equilibrium with the vapour before reacting. It does not give the heat of the irreversible reaction, for which the equality of chemical potentials used in (7) is absent. The numerical output lists the remaining pressures and heats.

## Computed values

```
site area 0.1624 nm^2; adsorbate volume 0.0568 nm^3
well depth 0.100 eV; pair attraction 0.0060 eV
vibrational quanta 6.0 2.0 2.0 meV
N2 mass 28.0 u; sites in cell 20
kT at 85 K: 7.325 meV
gas enthalpy 5kT/2 at 85 K: 18.312 meV
site energy at 85 K: -77.530 meV
coverage 0.25: p at 80, 85, 90 K = 0.4040, 1.0416, 2.4026 Torr
  q from energies 110.5836 meV; from slope 110.5836 meV
  q from 80 and 90 K 110.6232 meV; mean heat 104.8550 meV
coverage 0.50: p at 80, 85, 90 K = 0.4629, 1.2237, 2.8998 Torr
  q from energies 113.8417 meV; from slope 113.8417 meV
  q from 80 and 90 K 113.8484 meV; mean heat 108.6312 meV
coverage 0.75: p at 80, 85, 90 K = 0.5304, 1.4376, 3.4998 Torr
  q from energies 117.0998 meV; from slope 117.0998 meV
  q from 80 and 90 K 117.0737 meV; mean heat 110.8461 meV
lateral part of q at half coverage: 18.0000 meV
q at half coverage: 10.984 kJ/mol
second virial coefficient at 85 K: -0.3266 nm^3
shallow well 0.060 eV, half coverage: p = 291.64 Torr
  Z = 0.98918; v_ads/v_gas = 0.00190
  true q 73.6117 meV; simple-law q 74.5588 meV
  general-law prediction of simple-law q 74.5588 meV
  simple-law error 1.287 %
main example, half coverage: v_gas = 7193.2 nm^3
  error of q from gas imperfection 0.00454 %
  error of q from adsorbate volume 0.00079 %
  pressure for 1 % total first-order error 229.6 Torr
critical temperature: exact formula 63.38 K, strips 63.40 K
lateral q at coverage 0.25: cell 14.742 meV, wide strip 13.626 meV
second-layer well 30.50 meV; filling per supported site 6.49e-06
cosine corrugation with same in-plane quantum: 8.48 meV
  shift of q from anharmonic in-plane motion +1.200 meV
upright-orientation cost 30.0 meV: shift of q -3.523 meV
coverage 0.505 instead of 0.500 at 90 K: shift of q +0.1932 meV
```
